# Heat current and flat temperature profile of an ordered harmonic chain: a numerical check

```python
# RESULT UNDER TEST
# N equal masses, equal springs, fixed walls, Langevin baths on both end masses
# with equal friction rate gamma. With w0^2 = k/m, g = gamma/w0,
# 2 cosh(alpha) = 2 + 1/g^2, phi_j = sinh((N-j) alpha)/sinh(N alpha):
#   heat current  J = kB (TL-TR) w0 phi_1 / (2 g)  (tends to a constant in N)
#   bulk kinetic temperature = (TL+TR)/2, up to exponentially small terms.
# Reduced units inside the functions: m = k = kB = 1, so w0 = 1.
# Covariance blocks: X = <q q>, Z = <q v>, Y = <v v>.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_continuous_lyapunov
from scipy.optimize import minimize_scalar


def spring_matrix(n):
    return 2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)


def steady_state(stiffness, g_left, g_right, t_left, t_right, mass=None):
    """Stationary covariance from the linear stochastic equations of motion."""
    n = len(stiffness)
    mass = np.ones(n) if mass is None else mass
    friction = np.zeros(n)
    friction[0], friction[-1] = g_left, g_right
    bath = np.zeros(n)
    bath[0], bath[-1] = t_left, t_right
    drift = np.block([[np.zeros((n, n)), np.eye(n)],
                      [-stiffness / mass[:, None], -np.diag(friction)]])
    noise = np.diag(np.r_[np.zeros(n), 2 * friction * bath / mass])
    cov = solve_continuous_lyapunov(drift, -noise)
    temperature = mass * np.diag(cov)[n:]
    current = g_left * (t_left - temperature[0])
    return cov, temperature, current, drift


def decay_alpha(g):
    return np.arccosh(1 + 1 / (2 * g**2))


def phi(j, n, g):
    a = decay_alpha(g)
    return np.sinh((n - j) * a) / np.sinh(n * a)


def derived_covariance(n, g, t_left, t_right):
    """Closed-form covariance: Z depends on j-i, the rest on i+j."""
    mean, diff = (t_left + t_right) / 2, t_left - t_right

    def z(j):
        return diff / (2 * g) * phi(j, n, g)
    x_part, z_part, y_part = (np.zeros((n, n)) for _ in range(3))
    for i in range(1, n + 1):
        for j in range(1, n + 1):
            s = i + j
            if i != j:
                z_part[i-1, j-1] = np.sign(j - i) * z(abs(j - i))
            if s <= n + 1:
                x_part[i-1, j-1] = g * z(s - 1)
                y_part[i-1, j-1] = -z(s - 1) / g
            else:
                x_part[i-1, j-1] = -g * z(2*n + 1 - s)
                y_part[i-1, j-1] = z(2*n + 1 - s) / g
    y_part[0, 0] += diff / 2
    y_part[-1, -1] -= diff / 2
    x_part += mean * np.linalg.inv(spring_matrix(n))
    y_part += mean * np.eye(n)
    return np.block([[x_part, z_part], [z_part.T, y_part]])


def limit_current(g):
    """Derived long-chain current per unit temperature difference."""
    return np.exp(-decay_alpha(g)) / (2 * g)


def transmission(w, n, g):
    """Transmission between the baths from the end-to-end response."""
    inner = 2 - w**2
    end = inner - 1j * g * w
    previous, det = np.ones_like(end), end
    for site in range(2, n + 1):
        previous, det = det, (end if site == n else inner) * det - previous
    return 4 * g**2 * w**2 / np.abs(det)**2


def absorption(q, g):
    """Absorbed fraction at a chain end, from the reflected amplitude."""
    beta = 2 * np.sin(q / 2) * g
    r = -(1 - 1j*beta*np.exp(-1j*q)) / (1 - 1j*beta*np.exp(1j*q))
    return 1 - abs(r)**2


def wave_current(g):
    """Current per unit temperature difference from two wave populations."""
    def integrand(q):
        e = absorption(q, g)
        return np.cos(q / 2) * e / (2 - e) / (2 * np.pi)
    return quad(integrand, 0, np.pi, limit=300)[0]


# Full covariance, stability and equality of all bond currents
for n in (2, 3, 7, 30):
    for g in (0.3, 1.0, 4.0):
        cov, temp, current, drift = steady_state(
            spring_matrix(n), g, g, 1.5, 0.5)
        assert np.max(np.linalg.eigvals(drift).real) < 0
        assert np.allclose(cov, derived_covariance(n, g, 1.5, 0.5),
                           rtol=1e-8, atol=1e-8)
        zq = cov[:n, n:]
        bonds = [zq[i, i+1] - zq[i+1, i+1] for i in range(n - 1)]
        assert np.allclose(bonds, current, rtol=1e-7, atol=1e-9)

# Wave picture against the long-chain formula, limits and best friction
for g in (0.3, 1.0, 4.0):
    assert abs(wave_current(g) / limit_current(g) - 1) < 1e-7
assert abs(wave_current(0.01) / (0.01 / 2) - 1) < 0.02
assert abs(wave_current(100.0) * 2 * 100.0 - 1) < 0.02
best = minimize_scalar(lambda g: -wave_current(g), bounds=(0.2, 3),
                       method="bounded", options={"xatol": 1e-7})
assert abs(best.x - np.sqrt(3) / 2) < 1e-4
assert abs(-best.fun - 1 / (3 * np.sqrt(3))) < 1e-7

# Worked example: rigid-layer breathing channel of a graphene stack
lattice = 0.246e-9          # m, in-plane lattice constant
spacing = 0.335e-9          # m, layer spacing
stiff_area = 1.0e20         # N/m^3, rough interlayer stiffness per area
gamma = 20e12               # 1/s, chosen contact friction rate
layers, t_hot, t_cold = 30, 310.0, 290.0
delta = t_hot - t_cold
mean_t = (t_hot + t_cold) / 2
cell_area = np.sqrt(3) / 2 * lattice**2
area_mass = 2 * 12.011 * const.atomic_mass / cell_area
w0 = np.sqrt(stiff_area / area_mass)
g = gamma / w0
alpha = decay_alpha(g)
unit = const.k * w0         # W per kelvin of reduced current
cov, profile, current, _ = steady_state(
    spring_matrix(layers), g, g, t_hot, t_cold)
length = (layers + 1) * spacing
assert abs(current / (limit_current(g) * delta) - 1) < 1e-8
assert np.max(np.abs(profile[9:-9] - mean_t)) < 1e-3
assert profile[1] < mean_t < profile[-2]

# Independent road: noise response summed over frequency, then quantum weight
step = 2e-5
w = step * np.arange(1, 200001)
trans = transmission(w, layers, g)
classical = np.sum(trans) * step / (2 * np.pi)
assert abs(classical * delta / current - 1) < 1e-6
energy = const.hbar * w0 * w
weight = energy * (1 / np.expm1(energy / (const.k * t_hot))
                   - 1 / np.expm1(energy / (const.k * t_cold)))
quantum = np.sum(trans * weight) * step / (2 * np.pi) / (const.k * delta)
assert 0.9 < quantum / classical < 1

# Length dependence
sizes = (2, 3, 5, 10, 30, 100)
by_size = [steady_state(spring_matrix(n), g, g, t_hot, t_cold)[2]
           for n in sizes]
assert abs(by_size[-1] / by_size[-2] - 1) < 1e-8
for n, value in zip(sizes[:4], by_size[:4]):
    f = np.exp(-2 * alpha)
    shortfall = (f**(n - 1) - f**n) / (1 - f**n)
    assert abs(1 - value / (limit_current(g) * delta) - shortfall) < 1e-9

# Unequal frictions: the plateau leaves the mean
gamma_weak = 1e12
g_weak = gamma_weak / w0
uneven = steady_state(spring_matrix(80), g, g_weak, t_hot, t_cold)[1]


def hot_share(q):
    e1, e2 = absorption(q, g), absorption(q, g_weak)
    h1, h2 = e1 / (2 - e1), e2 / (2 - e2)
    return h1 / (h1 + h2) / np.pi


share = quad(hot_share, 1e-5, np.pi - 1e-5, limit=300)[0]
plateau_wave = t_cold + delta * share
assert abs(uneven[39] - plateau_wave) < 2e-3 * delta
assert abs(uneven[39] - mean_t) > 0.1 * delta

# Mass disorder: the current falls with length
rng = np.random.default_rng(7)


def disordered_current(n, samples=8):
    return np.mean([steady_state(spring_matrix(n), g, g, t_hot, t_cold,
                                 rng.choice([0.7, 1.3], n))[2]
                    for _ in range(samples)])


dis_short, dis_long = disordered_current(15), disordered_current(60)
assert dis_long < 0.75 * dis_short

# Sizes of neglected effects


def layer_curvature(z):
    # second derivative of (2/5) z^-10 - z^-4, z in layer spacings
    return 44 / z**12 - 20 / z**6


second = layer_curvature(2.0) / layer_curvature(1.0)
second_matrix = (2 * np.eye(layers) - np.eye(layers, k=2)
                 - np.eye(layers, k=-2))
with_second = steady_state(spring_matrix(layers) + second * second_matrix,
                           g, g, t_hot, t_cold)[2]
free_path = 100e-9          # m, rough cross-plane mean free path
scatter_loss = 1 - 1 / (1 + length / free_path)
bending = 1.5 * const.e     # J, rough bending rigidity of one layer
q_plane = 5e9               # 1/m, in-plane wavevector
pinning = bending * q_plane**4 / stiff_area
pinned = steady_state(spring_matrix(layers) + pinning * np.eye(layers),
                      g, g, t_hot, t_cold)[2]

print(f"Lattice constant: {lattice*1e9:.3f} nm")
print(f"Layer spacing: {spacing*1e9:.3f} nm")
print(f"Interlayer stiffness per area (rough): {stiff_area:.1e} N/m^3")
print(f"Layer mass per area: {area_mass:.3e} kg/m^2")
print(f"w0: {w0*1e-12:.3f} rad/ps")
print(f"Top channel frequency: {w0/np.pi*1e-12:.3f} THz")
print(f"Top phonon energy: {2*const.hbar*w0/const.e*1e3:.2f} meV")
print(f"kB T at mean temperature: {const.k*mean_t/const.e*1e3:.2f} meV")
print(f"Friction rate gamma: {gamma*1e-12:.1f} 1/ps")
print(f"gamma/w0: {g:.4f} (no unit)")
print(f"alpha: {alpha:.4f} (no unit)")
print(f"exp(-alpha): {np.exp(-alpha):.4f} (no unit)")
print(f"Layers: {layers}; wall-to-wall length: {length*1e9:.2f} nm")
print(f"Bath temperatures: {t_hot:.0f} K and {t_cold:.0f} K")
print(f"Current, moment equations: {current*unit*1e9:.5f} nW")
print(f"Current, long-chain formula: "
      f"{limit_current(g)*delta*unit*1e9:.5f} nW")
print(f"Current, frequency integral: {classical*delta*unit*1e9:.5f} nW")
print(f"Channel conductance: {current/delta*unit*1e12:.3f} pW/K")
print(f"Conductance at full transmission: {const.k*w0/np.pi*1e12:.3f} pW/K")
print(f"Best friction rate: {best.x*w0*1e-12:.3f} 1/ps")
print(f"Conductance at best friction: {-best.fun*unit*1e12:.3f} pW/K")
for site in (1, 2, 3, 4, 5, 15, 29, 30):
    print(f"Temperature of layer {site}: {profile[site-1]:.3f} K")
for n, value in zip(sizes, by_size):
    print(f"Current for N = {n}: {value*unit*1e9:.5f} nW")
print(f"Weaker right friction, N = 80: {gamma_weak*1e-12:.1f} 1/ps")
print(f"Plateau, unequal friction, moments: {uneven[39]:.3f} K")
print(f"Plateau, unequal friction, waves: {plateau_wave:.3f} K")
print(f"Disorder (masses 0.7, 1.3), N = 15: {dis_short*unit*1e9:.4f} nW")
print(f"Disorder (masses 0.7, 1.3), N = 60: {dis_long*unit*1e9:.4f} nW")
print(f"Quantum change of current: {(quantum/classical-1)*100:.2f} %")
print(f"Second-neighbour stiffness ratio: {second*100:.2f} %")
print(f"Second-neighbour change of current: "
      f"{(with_second/current-1)*100:.2f} %")
print(f"Mean free path (rough): {free_path*1e9:.0f} nm")
print(f"Scattering loss of current (rough): {scatter_loss*100:.1f} %")
print(f"Bending rigidity (rough): {bending/const.e:.1f} eV")
print(f"In-plane wavevector tried: {q_plane*1e-9:.1f} 1/nm")
print(f"Current there / current at zero: {pinned/current:.3f} (no unit)")
print(f"In-plane wavevectors per area: {1e-18/cell_area:.2f} per nm^2")
print("PASS")
```

Running it gives:

```
Lattice constant: 0.246 nm
Layer spacing: 0.335 nm
Interlayer stiffness per area (rough): 1.0e+20 N/m^3
Layer mass per area: 7.611e-07 kg/m^2
w0: 11.462 rad/ps
Top channel frequency: 3.649 THz
Top phonon energy: 15.09 meV
kB T at mean temperature: 25.85 meV
Friction rate gamma: 20.0 1/ps
gamma/w0: 1.7449 (no unit)
alpha: 0.5655 (no unit)
exp(-alpha): 0.5680 (no unit)
Layers: 30; wall-to-wall length: 10.38 nm
Bath temperatures: 310 K and 290 K
Current, moment equations: 0.51521 nW
Current, long-chain formula: 0.51521 nW
Current, frequency integral: 0.51521 nW
Channel conductance: 25.760 pW/K
Conductance at full transmission: 50.374 pW/K
Best friction rate: 9.927 1/ps
Conductance at best friction: 30.456 pW/K
Temperature of layer 1: 308.134 K
Temperature of layer 2: 299.398 K
Temperature of layer 3: 299.806 K
Temperature of layer 4: 299.937 K
Temperature of layer 5: 299.980 K
Temperature of layer 15: 300.000 K
Temperature of layer 29: 300.602 K
Temperature of layer 30: 291.866 K
Current for N = 2: 0.38952 nW
Current for N = 3: 0.47761 nW
Current for N = 5: 0.51141 nW
Current for N = 10: 0.51519 nW
Current for N = 30: 0.51521 nW
Current for N = 100: 0.51521 nW
Weaker right friction, N = 80: 1.0 1/ps
Plateau, unequal friction, moments: 305.218 K
Plateau, unequal friction, waves: 305.218 K
Disorder (masses 0.7, 1.3), N = 15: 0.2903 nW
Disorder (masses 0.7, 1.3), N = 60: 0.1613 nW
Quantum change of current: -1.01 %
Second-neighbour stiffness ratio: -1.26 %
Second-neighbour change of current: 0.80 %
Mean free path (rough): 100 nm
Scattering loss of current (rough): 9.4 %
Bending rigidity (rough): 1.5 eV
In-plane wavevector tried: 5.0 1/nm
Current there / current at zero: 0.496 (no unit)
In-plane wavevectors per area: 19.08 per nm^2
PASS
```
